# Linewidth and the C49–C54 transformation time in TiSi2 lines

**Q.** People say that narrow TiSi2 lines take longer to turn from C49 into C54. If the C54 front moves at the same speed in every line, why should width matter at all?

**A.** Because width sets how far each front must travel. I make four assumptions. All C54 nuclei are present at \(t=0\), which is what site saturation means. They are scattered at random and independently, with \(N\) nuclei per unit area. Each grows at the same constant speed \(v\) in every direction in the film plane. Finally, \(N\) and \(v\) do not depend on the linewidth \(w\). The film is thin enough to count as a plane, and the line is long. A narrower line then has fewer nuclei per unit length, and the gaps between them are longer.

**Q.** Growing grains collide with each other and with the edges. Can you follow that without a simulation of every collision?

**A.** Yes. Take a point \(P\) in the line and let \(S\) be its nearest nucleus. The strip is convex, so the straight segment \(SP\) lies inside it. I must show that no other grain blocks this path. Let \(Q\) be a point on \(SP\) and \(S'\) any other nucleus. The triangle inequality gives

\[
|S'Q|\ \ge\ |S'P|-|QP|\ \ge\ |SP|-|QP|\ =\ |SQ| .
\]

The second inequality holds because \(S\) is nearest to \(P\), and the last equality because \(Q\) lies on the segment. No other front reaches \(Q\) before the front from \(S\), so that front runs freely to \(P\) and arrives at \(t=|SP|/v\). Nothing arrives earlier, since no nucleus is closer. Hence \(P\) is still C49 at time \(t\) if and only if there is no nucleus within the distance \(r=vt\).

**Q.** So you need the probability of an empty disc. But part of the disc may hang over the edge of the line.

**A.** Only the part inside the line can hold nuclei. Call its area \(A(y,r)\), where \(y\) is the distance of \(P\) from one edge. Divide this area into \(m\) small cells, each occupied independently with probability \(NA/m\). All are empty with probability

\[
\left(1-\frac{NA}{m}\right)^m\ \to\ e^{-NA}\qquad (m\to\infty).
\]

In a long line the untransformed fraction equals this probability averaged over the width. With \(X\) the C54 fraction,

\[
1-X(t)=\frac1w\int_0^w e^{-NA(y,vt)}\,dy .
\]

To find \(A\), cut the disc along the line through \(P\) parallel to the edges. A chord at height \(z\) from this line has length \(2\sqrt{r^2-z^2}\), so the area between heights 0 and \(a<r\) is

\[
F(a)=\int_0^a 2\sqrt{r^2-z^2}\,dz=a\sqrt{r^2-a^2}+r^2\arcsin\frac ar .
\]

Differentiation confirms it: with \(q=\sqrt{r^2-a^2}\), the derivative of the right side is \(q-a^2/q+r^2/q=2q\). For \(a\ge r\) the half disc is complete and \(F=\pi r^2/2\). The two edges are at distances \(y\) and \(w-y\), so

\[
A(y,r)=F(y)+F(w-y).
\]

Within the stated assumptions this is the full solution for any width.

**Q.** Show me that it contains ordinary two-dimensional growth.

**A.** If \(r\ll w\), nearly all points see a complete disc, so \(A=\pi r^2\) and

\[
X=1-e^{-\pi N v^2t^2}.
\]

The Avrami exponent, defined as \(n=d\ln[-\ln(1-X)]/d\ln t\), is 2. As the transformation time I take the half time \(t_h\), at which \(X=1/2\). With \(L=\ln2\), the condition \(\pi Nv^2t_h^2=L\) gives

\[
t_{2D}=\frac1v\sqrt{\frac{L}{\pi N}} .
\]

There is no \(w\) in it.

**Q.** Points near an edge see only part of a disc even in a wide line. How much do they delay the half time?

**A.** Let \(r_2=vt_{2D}\) and consider \(w\gg r_2\). Points within \(r\) of an edge see the area \(\pi r^2/2+F(y)\). Setting \(y=ru\), this becomes \(r^2a(u)\) with

\[
a(u)=\frac\pi2+u\sqrt{1-u^2}+\arcsin u .
\]

Separating the two edge zones from the complete-disc result gives

\[
1-X=e^{-\pi Nr^2}+\frac{2r}{w}\int_0^1\left[e^{-Nr^2a(u)}-e^{-\pi Nr^2}\right]du .
\]

Now put \(r=r_2(1+\epsilon)\) with \(\epsilon\) small. Since \(\pi Nr_2^2=L\), the first term is \(e^{-L(1+2\epsilon)}\approx\tfrac12-L\epsilon\). The second already carries the small factor \(r/w\), so I evaluate it at \(r_2\), where \(Nr_2^2=L/\pi\). It is \((2r_2/w)J\), with

\[
J=\int_0^1\left[e^{-La(u)/\pi}-\tfrac12\right]du=0.0825 .
\]

The sum must equal \(1/2\), so \(L\epsilon=2r_2J/w\). Inserting \(r_2=\sqrt{L/(\pi N)}\),

\[
t_h\approx t_{2D}\left(1+\frac{c}{w\sqrt N}\right),\qquad c=\frac{2J}{\sqrt{\pi L}}=0.112 .
\]

The edges slow the transformation, but weakly. At \(w\sqrt N=100\), the full integral gives a relative excess which, multiplied by 100, is also 0.112.

**Q.** Now the narrow line. I expect the grains to fill the width and then run along it, but where does the time law come from?

**A.** From the same area, now with \(r\gg w\). Every height \(a\) is then small compared with \(r\), and to third order in \(a\)

\[
a\sqrt{r^2-a^2}\approx ar-\frac{a^3}{2r},\qquad
r^2\arcsin\frac ar\approx ar+\frac{a^3}{6r}.
\]

Their sum is \(F(a)\approx2ar-a^3/(3r)\). Adding the two sides of \(P\),

\[
A\approx2rw-\frac{y^3+(w-y)^3}{3r}.
\]

The leading term is a rectangle of length \(2r\) and width \(w\): a front can come from the left or from the right. Therefore

\[
X\approx1-e^{-2Nwvt},\qquad
t_{1D}=\frac{L}{2Nwv}.
\]

The Avrami exponent is now 1, and at fixed \(N\) and \(v\) the half time is inversely proportional to \(w\). The product \(Nw\) is the number of nuclei per unit length. Halving the width halves this number and doubles the typical gap.

**Q.** You dropped a term. How narrow must the line be before I may do that?

**A.** Keep it to first order. The average of \(y^3+(w-y)^3\) over the width is \(w^3/4+w^3/4=w^3/2\). Expanding the exponential in the small correction, averaging, and writing the result as an exponential again,

\[
1-X\approx\exp\left(-2Nwr+\frac{Nw^3}{6r}\right).
\]

At half transformation, \(2Nwr-Nw^3/(6r)=L\). Dividing by \(2Nw\) and writing \(r_1=L/(2Nw)\),

\[
r=r_1+\frac{w^2}{12r}\approx r_1\left(1+\frac{w^2}{12r_1^2}\right).
\]

Since \(w^2/r_1^2=4N^2w^4/L^2\),

\[
t_h\approx t_{1D}\left[1+\frac{(Nw^2)^2}{3L^2}\right].
\]

The condition is thus that \(Nw^2\), the mean number of nuclei in a square of side \(w\), be small. At \(Nw^2=0.05\) the full integral gives a relative excess of 0.001735 and this formula gives 0.001734.

**Q.** Where does one regime give way to the other? "Crossover" could mean a time or a width.

**A.** There are two crossovers. Within a given line, growth changes character when the disc \(\pi r^2\) equals the rectangle \(2rw\). This gives \(r=2w/\pi\), or

\[
t_\times=\frac{2w}{\pi v}.
\]

Every line starts with two-dimensional growth. The half time follows the one-dimensional law only if \(t_\times\) comes long before half of the line has transformed.

The second crossover compares lines of different width. Setting \(t_{1D}=t_{2D}\),

\[
\frac{L}{2Nw_*}=\sqrt{\frac{L}{\pi N}}
\quad\Rightarrow\quad
w_*=\frac{\sqrt{\pi L}}{2\sqrt N}=\frac{0.738}{\sqrt N}.
\]

The two definitions agree: at \(w=w_*\), the radius \(2w_*/\pi\) equals \(\sqrt{L/(\pi N)}=r_2\), so the change of growth mode falls at the limiting half time.

**Q.** Is the change at \(w_*\) sharp?

**A.** No. The clipped area can exceed neither the disc nor the rectangle, so the true half time is never below the larger of \(t_{1D}\) and \(t_{2D}\). Near \(w_*\) it lies clearly above both.

Take round illustrative values, chosen to give times of seconds to tens of seconds: \(N=0.10\) µm⁻² and \(v=0.50\) µm/s. The mean spacing \(1/\sqrt N\) is 3.16 µm, so \(w_*=0.738\times3.16=2.33\) µm. Both limiting times are 2.97 s there, while the full integral gives 3.64 s, which is 23% more. The local width exponent \(p=-d\ln t_h/d\ln w\) is 0.31 and the Avrami exponent at half time is 1.52.

The inverse law is approached quickly below this width. The half time exceeds \(t_{1D}\) by 10% of \(t_{1D}\) at \(w=1.93\) µm. At 1.0 µm the width exponent is already 0.97, and at 0.50 µm it is 0.998.

**Q.** Give me a narrow line in full.

**A.** For \(w=0.25\) µm,

\[
t_{1D}=\frac{0.693}{2(0.10)(0.25)(0.50)}\ \text{s}=27.7\ \text{s}.
\]

The full integral also gives 27.7 s. At 0.50 µm it gives 13.9 s, so doubling the width halves the time. At 20 µm it gives 3.03 s, close to the width-independent limit.

I also placed nuclei at random in strips and took the median distance from random points to the nearest nucleus, divided by \(v\). This gave 27.8 s, 13.8 s and 3.04 s for the three widths. These times test the area formula and the average over the width. They use the first-arrival argument, so they are not a separate simulation of moving fronts.

In the 0.25 µm line the growth mode changes at \(t_\times=2(0.25)/(0.50\pi)=0.32\) s, when only 0.6% of the line is C54. Almost the whole transformation is one-dimensional.

**Q.** Half transformed is not good enough for a device. Does the inverse law survive if I ask for 90%?

**A.** For a long line, yes. Let \(K=-\ln(1-X)\). The one-dimensional law gives \(t_X=K/(2Nwv)\), and repeating the expansion with \(K\) in place of \(L\) changes the relative correction to \((Nw^2)^2/(3K^2)\). For 90%, \(K=2.30\), so the 0.25 µm line needs \(27.7\times2.30/0.693\approx92\) s. The correction is smaller than at half time. For very small fractions it grows, and the law fails for fractions reached before about \(t_\times\).

**Q.** Real lines end. What if one of them has no nucleus?

**A.** Then, in this model, it never transforms. A line of length \(\ell\) has on average \(Nw\ell\) nuclei and has none with probability \(e^{-Nw\ell}\). For \(\ell=200\) µm and \(w=0.25\) µm the mean is 5 and the probability is 0.7%.

The ends also delay the average. Write \(\lambda=Nw\) and take \(r<\ell/2\). Points farther than \(r\) from both ends can be reached from a length \(2r\). A point at distance \(x<r\) from an end can be reached from a length \(r+x\) only. Averaging over the line,

\[
1-X=\left(1-\frac{2r}{\ell}\right)e^{-2\lambda r}+\frac2\ell\int_0^r e^{-\lambda(r+x)}dx,
\]

and the integral equals \((e^{-\lambda r}-e^{-2\lambda r})/\lambda\). Setting \(X=1/2\) gives 28.9 s instead of 27.7 s, a delay of 4%. This is the time at which the average over many such lines reaches one half; single lines scatter widely about it, because each holds only a few nuclei. The ends matter more at higher conversion: setting \(X=0.9\) in the same expression gives 113 s instead of 92 s, a delay of 22%, so five nuclei per line are not enough for the long-line law at 90%.

The final average fraction is \(1-e^{-Nw\ell}\), which stays below one half if \(Nw\ell<\ln2\). For these values of \(N\) and \(\ell\), that happens below \(w=0.693/(0.10\times200)\) µm \(\approx0.035\) µm. There the average half time does not exist, and the inverse law has no meaning for it.

**Q.** A narrow line waits a long time. Why should no new nuclei form meanwhile?

**A.** That is a real restriction. Suppose new nuclei appear at a constant rate \(I\) per unit area of C49. Those born at time \(u\) can reach a given point by time \(t\) from a length \(2v(t-u)\). In the narrow limit they add to the exponent

\[
\int_0^t Iw\,2v(t-u)\,du=Iwvt^2 .
\]

As usual in this counting, births in area that is already C54 may be included, because their fronts would never arrive first. The half time then obeys

\[
2Nwvt_h+Iwvt_h^2=L .
\]

The ratio of the second term to the first is \(It_h/(2N)\), so it grows as the line narrows. If the second term dominates, \(t_h=\sqrt{L/(Iwv)}\), which varies as \(w^{-1/2}\).

To size this, ask which rate shortens the 27.7 s by 10%. At \(t_h=0.9\,t_{1D}\) the first term is \(0.9L\), so the second must be \(0.1L\):

\[
I=\frac{0.1L}{0.81\,wv\,t_{1D}^2}=8.9\times10^{-4}\ \mu\text{m}^{-2}\,\text{s}^{-1}.
\]

By that half time the counted births amount to 22% of \(N\). They matter less than their number suggests because they start late.

**Q.** You also let nuclei sit anywhere across the width. C49 has grains, and a 0.25 µm line is not many grains wide.

**A.** This is the assumption I trust least. If C54 nucleates where C49 grains meet, the edges may change the number of sites. Suppose a margin \(\delta\) at each edge has none, while the density in between stays \(N\). The number per unit length becomes \(N(w-2\delta)\), and in the narrow limit

\[
t_h=\frac{L}{2N(w-2\delta)v},\qquad p=\frac{w}{w-2\delta}.
\]

With a rough C49 grain size of 0.10 µm and a margin of half a grain, \(\delta=0.05\) µm, the effective width falls from 0.25 to 0.15 µm. The half time rises to 46.2 s, a factor of 1.67. Random nuclei confined to that central band gave 46.0 s. The width exponent at this width is also 1.67, so the time rises faster than \(1/w\).

Extra nuclei on the edges do the opposite. If there are \(\mu\) of them per unit length, counting both edges, the total is \(Nw+\mu\). As long as the nuclei are far apart compared with the width, \((Nw+\mu)w\ll1\), the half time is \(L/[2(Nw+\mu)v]\), which hardly depends on width when \(\mu\gg Nw\). If the edge nuclei are much denser than that, the fronts mainly have to cross the line, and the half time increases with width, levelling off just below \(t_{2D}\) once the line is wide compared with \(1/\sqrt N\). A measured width exponent therefore tells how the number of nuclei per unit length changes with width, provided the line is narrow in the above sense and length, temperature, front speed and later nucleation are under control. By itself it cannot tell an empty margin from a site density that changes with width across the whole line.

**Q.** How close is all this to a real silicide process?

**A.** C54 is wanted because its resistivity is lower than that of C49, and slow conversion in narrow lines is a known difficulty. My \(N\), \(v\) and grain size are rough illustrative values, not measurements of a particular process, and 27.7 s should be read as tens of seconds. The assumption I trust least for real lines is a uniform site density that is independent of width; the assumed half-grain margin alone lengthens the time by 67%. Temperature matters too. With a rough activation energy of 4.5 eV for the front speed and \(N\) held fixed, a line at 995 K instead of 1000 K takes 1.30 times as long. The extra path through the film thickness matters little: for a 40 nm film with nuclei at the bottom, it delays the front at the top surface by about 0.04% at the half radius of a wide line. Thickness can also change \(N\) and \(v\) themselves, and that effect, which may be large, is not included here. I have left out stress, interface curvature, variations of \(v\) along the line and agglomeration of the film, which limits how long and how hot a real line can be annealed, and have not estimated them. Nucleation in a real film may also continue in time and depend on temperature, so site saturation has to be checked for the process at hand, and the factor 1.30 covers the front speed only.

**Q.** If my process gives ten times fewer nuclei, do I just multiply the time by ten?

**A.** For a long line at the same \(w=0.25\) µm and \(v\), yes, if no new nuclei form: \(t_{1D}\) becomes 277 s. With later nucleation at the rate \(I\) found above, the equation for \(t_h\) gives only about 68 s, because late nuclei count for more when the early ones are few. For 200 µm lines of the same width, the answer is no even without later nucleation. Their mean number of nuclei falls from 5 to 0.5, and the average C54 fraction can never exceed \(1-e^{-0.5}=39\%\) unless new nuclei form. Once the lines that hold nuclei have transformed, a longer anneal at the same temperature helps only through later nucleation. The rule "half the width, twice the time" thus rests on several conditions: \(Nw^2\ll1\), \(Nw\ell\gg1\), \(It_h\ll2N\), a number of nuclei per unit length that is proportional to \(w\), and a front speed that does not change with \(w\). The numerical output below lists the half times and exponents for the other widths.

## Calculated quantities

```
nucleus density N = 0.10 1/um^2
front speed v = 0.50 um/s
film thickness = 40 nm
line length = 200 um
temperature = 1000 K
mean spacing 1/sqrt(N) = 3.162 um
crossover width w* = 2.333 um
w* sqrt(N) = 0.7378
2D half radius = 1.485 um
2D half time = 2.971 s
p: half time ~ w^-p; n: Avrami exponent at half time
w(um)  N w^2   t_half(s)  t_1D(s)  t_2D(s)   p      n
 0.250  0.00625   27.727   27.726    2.971  0.9999  1.0001
 0.500  0.02500   13.869   13.863    2.971  0.9983  1.0009
 1.000  0.10000    6.980    6.931    2.971  0.9723  1.0140
 2.333  0.54440    3.642    2.971    2.971  0.3092  1.5198
 5.000  2.50000    3.217    1.386    2.971  0.0897  1.8118
20.000 40.00000    3.025    0.347    2.971  0.0187  1.9554
simulated half time, w = 0.250 um: 27.755 s
simulated half time, w = 0.500 um: 13.830 s
simulated half time, w = 2.333 um: 3.633 s
simulated half time, w = 20.000 um: 3.036 s
largest curve error against simulation = 0.0034
1D law 10 % short at w = 1.928 um
narrow excess at N w^2 = 0.05: 0.001735
narrow excess, formula: 0.001734
edge integral J = 0.08247
edge constant c = 0.11178
100 x wide excess at w sqrt(N) = 100: 0.11204
For the line of width 0.25 um:
time of 2D-to-1D bend = 0.318 s
C54 fraction at bend = 0.00579
Avrami exponent at r = 0.05 w: 1.9783
mean nuclei per line = 5.00
probability of no nucleus = 0.00674
half time, finite line = 28.89 s
late rate for 10 % shorter time = 8.906e-04 1/(um^2 s)
late births/N by that half time = 0.222
half time, late nuclei only = 78.91 s
rough C49 grain = 0.10 um, margin = 0.050 um
half time with margin = 46.21 s
same, simulated = 45.99 s
time factor from margin = 1.667
relative thickness delay, wide line = 3.63e-04
rough growth activation energy = 4.5 eV
time factor if 5 K colder = 1.300
```
